# The Dyson Orbital between Separately Optimized Hartree–Fock Determinants: a numerical check

```python
"""Dyson orbital between separately optimized N and N-1 electron determinants.

Result under test: with S[k,j] = <cation orbital k | neutral orbital j>,
    d = sum_j c_j phi_j,   c_j = (-1)^(1+j) det(S without column j), j = 1..N,
    norm^2 = det(S S^dagger), and d is orthogonal to all cation orbitals.
phi_j: neutral spin orbitals; d: sqrt(N) times the partial overlap integral.
Example: valence and core holes of water in Hartree-Fock theory.
"""
from itertools import combinations, permutations
from math import factorial, sqrt, exp
import numpy as np
from scipy.linalg import block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR_PM = physical_constants["Bohr radius"][0] * 1e12


def cofactor_coefficients(overlap):
    """Signed minors of an (N-1) x N overlap matrix (zero-based columns)."""
    return np.array([(-1) ** j * np.linalg.det(np.delete(overlap, j, axis=1))
                     for j in range(overlap.shape[1])])


def wavefunction_tensor(orbitals):
    """Normalized antisymmetric wavefunction on a discrete one-particle space."""
    size, n = orbitals.shape
    psi = np.zeros((size,) * n, dtype=complex)
    for perm in permutations(range(n)):
        term = np.array(np.linalg.det(np.eye(n)[list(perm)]), dtype=complex)
        for index in perm:
            term = np.multiply.outer(term, orbitals[:, index])
        psi += term
    return psi / sqrt(factorial(n))


# Test from the defining integral with complex random orbitals.
rng = np.random.default_rng(7)
size, n_el = 6, 4


def random_unitary():
    z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return np.linalg.qr(z)[0]


phi = random_unitary()[:, :n_el]
chi_all = random_unitary()
chi = chi_all[:, :n_el - 1]
psi_n, psi_cat = wavefunction_tensor(phi), wavefunction_tensor(chi)
d_definition = sqrt(n_el) * np.tensordot(
    psi_n, psi_cat.conj(), axes=([1, 2, 3], [0, 1, 2]))
s_random = chi.conj().T @ phi
c_random = cofactor_coefficients(s_random)
assert np.allclose(d_definition, phi @ c_random, atol=1e-12)
assert np.allclose(chi.conj().T @ d_definition, 0, atol=1e-12)
norm2_definition = np.vdot(d_definition, d_definition).real
assert np.isclose(norm2_definition,
                  np.linalg.det(s_random @ s_random.conj().T).real, atol=1e-12)

# Completeness: enumerate every N-1 electron determinant.
weights = np.zeros(n_el)
for chosen in combinations(range(size), n_el - 1):
    s_k = chi_all[:, list(chosen)].conj().T @ phi
    weights += abs(cofactor_coefficients(s_k)) ** 2
assert np.allclose(weights, 1, atol=1e-11)

# Water: uncontracted primitives permit core relaxation.
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)


def primitives(element):
    raw = gto.basis.load("cc-pvtz", element)
    pairs = sorted({(b[0], p[0]) for b in raw for p in b[1:]})
    return [[l, [exponent, 1.0]] for l, exponent in pairs]


settings = dict(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                basis={"O": primitives("O"), "H": primitives("H")}, verbose=0)
mol = gto.M(**settings)
cation_mol = gto.M(charge=1, spin=1, **settings)
eri = mol.intor("int2e", aosym="s8")
neutral = scf.RHF(mol)
neutral._eri = eri
neutral.conv_tol = 1e-12
neutral.kernel()
assert neutral.converged
metric = mol.intor("int1e_ovlp")
r2_matrix = mol.intor("int1e_r2")
c_all = neutral.mo_coeff
c_occ = c_all[:, :5]
names = ["1a1", "2a1", "1b2", "3a1", "1b1"]

# Reflection parities confirm the orbital labels.
point = np.array([0.5, 0.3, 0.4])
points = np.array([point, point * [-1, 1, 1], point * [1, -1, 1]])
values = mol.eval_gto("GTOval_sph", points) @ c_occ
assert np.all(abs(values[0]) > 1e-3)
assert np.allclose(values[1], values[0] * [1, 1, 1, 1, -1], atol=1e-5)
assert np.allclose(values[2], values[0] * [1, 1, -1, 1, 1], atol=1e-5)

# Factor metric = L L^T gives an orthonormal coordinate representation.
to_orthonormal = np.linalg.cholesky(metric).T


def string_amplitudes(neutral_orbs, cation_orbs):
    """Explicit occupation-string sum for <cation| a_p |neutral>."""
    joint = np.linalg.qr(np.hstack([neutral_orbs, cation_orbs]))[0]
    a, b = joint.T @ neutral_orbs, joint.T @ cation_orbs
    result = np.zeros(joint.shape[1])
    for string in combinations(range(len(result)), b.shape[1]):
        cat_amp = np.linalg.det(b[list(string)])
        for p in range(len(result)):
            if p not in string:
                result[p] += cat_amp * np.linalg.det(a[[p] + list(string)])
    return joint @ result


def string_overlap(neutral_orbs, cation_orbs):
    joint = np.linalg.qr(np.hstack([neutral_orbs, cation_orbs]))[0]
    a, b = joint.T @ neutral_orbs, joint.T @ cation_orbs
    return sum(np.linalg.det(a[list(q)]) * np.linalg.det(b[list(q)])
               for q in combinations(range(joint.shape[1]), a.shape[1]))


def analyse_hole(hole):
    occupation = np.array([neutral.mo_occ / 2, neutral.mo_occ / 2])
    occupation[1, hole] = 0
    start_orbitals = np.array([c_all, c_all])
    mf = scf.UHF(cation_mol)
    mf._eri = eri
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-5, 150
    frozen_dm = np.asarray(mf.make_rdm1(start_orbitals, occupation))
    frozen_ip = mf.energy_tot(frozen_dm) - neutral.e_tot
    assert abs(frozen_ip + neutral.mo_energy[hole]) < 1e-5
    mf = scf.addons.mom_occ(mf, start_orbitals, occupation)
    mf.kernel(frozen_dm)
    assert mf.converged
    other_orbs = mf.mo_coeff[0][:, mf.mo_occ[0] > 0]
    hole_orbs = mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    s_hole = hole_orbs.T @ metric @ c_occ
    s_other = other_orbs.T @ metric @ c_occ
    full = block_diag(s_hole, s_other)
    coefficients = cofactor_coefficients(full)
    assert np.allclose(coefficients[5:], 0, atol=1e-12)
    c = coefficients[:5]
    a = to_orthonormal @ c_occ
    b_hole, b_other = to_orthonormal @ hole_orbs, to_orthonormal @ other_orbs
    d_strings = string_amplitudes(a, b_hole) * string_overlap(a, b_other)
    assert np.allclose(d_strings, a @ c, atol=1e-9)
    assert np.allclose(b_hole.T @ d_strings, 0, atol=1e-9)
    norm2 = d_strings @ d_strings
    factor_hole = np.linalg.det(s_hole @ s_hole.T)
    factor_other = np.linalg.det(s_other) ** 2
    assert np.isclose(norm2, factor_hole * factor_other, atol=1e-9)
    loss = 9 - np.sum(full ** 2)
    assert 1 - loss - 1e-9 <= norm2 <= exp(-loss) + 1e-9
    assert np.argmax(abs(c)) == hole
    relaxed_dm = np.asarray(mf.make_rdm1())
    radii = [sqrt(np.einsum("sij,ji->", dm, r2_matrix) / 9) * BOHR_PM
             for dm in (frozen_dm, relaxed_dm)]
    return dict(frozen=frozen_ip * EV, relaxed=(mf.e_tot - neutral.e_tot) * EV,
                c=c * np.sign(c[hole]), norm2=norm2, fh=factor_hole,
                fo=factor_other, loss=loss, radii=radii,
                share=c[hole] ** 2 / norm2, spin2=mf.spin_square()[0],
                orbs=(other_orbs, hole_orbs))


results = {names[h]: analyse_hole(h) for h in (4, 3, 0)}
core = results["1a1"]
for label in ("1b1", "3a1"):
    valence = results[label]
    assert core["norm2"] < valence["norm2"]
    assert core["frozen"] - core["relaxed"] > valence["frozen"] - valence["relaxed"]
    assert core["radii"][1] / core["radii"][0] < valence["radii"][1] / valence["radii"][0]
assert all(r["radii"][1] < r["radii"][0] for r in results.values())
cross = np.prod([np.linalg.det(x.T @ metric @ w) for x, w in
                 zip(core["orbs"], results["3a1"]["orbs"])])

print(f"Random test, N = {n_el}: norm^2 from definition = {norm2_definition:.6f}")
print(f"Random test: sum of norm^2 over all determinants = {weights.sum():.6f}")
print(f"Water: O-H = {bond:.2f} angstrom, angle = {angle:.1f} degrees")
print(f"Number of basis functions = {mol.nao}")
print(f"Neutral Hartree-Fock energy = {neutral.e_tot:.6f} hartree")
for label, r in results.items():
    print(f"Hole {label}:")
    print(f"  frozen-orbital ionization energy = {r['frozen']:.3f} eV")
    print(f"  relaxed ionization energy = {r['relaxed']:.3f} eV")
    print(f"  relaxation energy = {r['frozen'] - r['relaxed']:.3f} eV")
    print("  coefficients " + ", ".join(
        f"{name}: {value + 0.0:.5f}" for name, value in zip(names, r["c"])))
    print(f"  factor from hole spin = {r['fh']:.5f}")
    print(f"  factor from other spin = {r['fo']:.5f}")
    print(f"  Dyson norm^2 = {r['norm2']:.5f}, norm = {sqrt(r['norm2']):.5f}")
    print(f"  missing norm^2 = {1 - r['norm2']:.5f}")
    print(f"  summed subspace loss t = {r['loss']:.5f}")
    print(f"  bounds on norm^2 = {1 - r['loss']:.5f}, {exp(-r['loss']):.5f}")
    print(f"  share of named orbital in d = {100 * r['share']:.4f} percent")
    print(f"  rms radius of other electrons, frozen = {r['radii'][0]:.3f} pm")
    print(f"  rms radius of other electrons, relaxed = {r['radii'][1]:.3f} pm")
    print(f"  cation <S^2>/hbar^2 = {r['spin2']:.5f}")
print(f"Absolute overlap of 1a1-hole and 3a1-hole determinants = {abs(cross):.6f}")
print("OK")
```

Output:

```
Random test, N = 4: norm^2 from definition = 0.075760
Random test: sum of norm^2 over all determinants = 4.000000
Water: O-H = 0.96 angstrom, angle = 104.5 degrees
Number of basis functions = 74
Neutral Hartree-Fock energy = -76.057064 hartree
Hole 1b1:
  frozen-orbital ionization energy = 13.725 eV
  relaxed ionization energy = 10.897 eV
  relaxation energy = 2.828 eV
  coefficients 1a1: 0.00000, 2a1: -0.00000, 1b2: 0.00000, 3a1: -0.00000, 1b1: 0.97104
  factor from hole spin = 0.98538
  factor from other spin = 0.95691
  Dyson norm^2 = 0.94291, norm = 0.97104
  missing norm^2 = 0.05709
  summed subspace loss t = 0.05846
  bounds on norm^2 = 0.94154, 0.94322
  share of named orbital in d = 100.0000 percent
  rms radius of other electrons, frozen = 72.681 pm
  rms radius of other electrons, relaxed = 66.630 pm
  cation <S^2>/hbar^2 = 0.75697
Hole 3a1:
  frozen-orbital ionization energy = 15.711 eV
  relaxed ionization energy = 13.151 eV
  relaxation energy = 2.560 eV
  coefficients 1a1: 0.00016, 2a1: -0.04195, 1b2: -0.00000, 3a1: 0.97273, 1b1: -0.00000
  factor from hole spin = 0.98665
  factor from other spin = 0.96078
  Dyson norm^2 = 0.94796, norm = 0.97363
  missing norm^2 = 0.05204
  summed subspace loss t = 0.05316
  bounds on norm^2 = 0.94684, 0.94823
  share of named orbital in d = 99.8144 percent
  rms radius of other electrons, frozen = 72.168 pm
  rms radius of other electrons, relaxed = 66.528 pm
  cation <S^2>/hbar^2 = 0.75457
Hole 1a1:
  frozen-orbital ionization energy = 559.332 eV
  relaxed ionization energy = 538.885 eV
  relaxation energy = 20.447 eV
  coefficients 1a1: 0.87743, 2a1: 0.00469, 1b2: 0.00000, 3a1: -0.00122, 1b1: -0.00000
  factor from hole spin = 0.91889
  factor from other spin = 0.83788
  Dyson norm^2 = 0.76991, norm = 0.87745
  missing norm^2 = 0.23009
  summed subspace loss t = 0.25617
  bounds on norm^2 = 0.74383, 0.77401
  share of named orbital in d = 99.9970 percent
  rms radius of other electrons, frozen = 77.281 pm
  rms radius of other electrons, relaxed = 64.839 pm
  cation <S^2>/hbar^2 = 0.76793
Absolute overlap of 1a1-hole and 3a1-hole determinants = 0.001286
OK
```
